# Moire period and exact translations in twisted bilayers

**Comment on an argument about the unit cell of a twisted bilayer**

The argument under review concerns two graphene layers twisted by 1.10°. It runs as follows. "The moire pattern repeats every 12.8 nm. A pattern made by atoms can repeat only if the atoms repeat. The bilayer is therefore a crystal with a 12.8 nm cell, and Bloch's theorem applies to its atoms with that cell."

The first sentence is correct for ideal rigid layers. The second fails, and the conclusion falls with it. The visible pattern records how the layers sit relative to each other, and this relation can return to its starting value at a place where neither layer has a lattice site.

Two rows of points show the fault. Let their spacings be $a$ and $b=1.4a$. Their beat period $L$ follows from $1/L=1/a-1/b$, so $L=ab/(b-a)=3.5a=2.5b$. A shift by $L$ puts the points of both rows halfway between old points. The relative arrangement is restored, but neither row is. The first common translation is $7a=5b=2L$. If $b/a$ were irrational there would be none, while the beat would remain. The author needs to ask two separate questions of the bilayer: when does the registry repeat, and when do both lattices repeat?

**When the registry repeats**

Take two rigid, identical triangular lattices of constant $a$, twisted by $0<\theta\le30^\circ$. Graphene's two atoms per cell do not matter here, since the translations of a layer are those of its Bravais lattice. I write plane vectors as complex numbers and set $a=1$ in the algebra. With $\omega=e^{i\pi/3}$, the first lattice $L_1$ is the set of all $p+q\omega$ with integer $p,q$. Because $\omega^2=\omega-1$, products of lattice vectors are again lattice vectors. The second lattice is $L_2=e^{i\theta}L_1$.

Let $S$ be a site of layer 2. Then $e^{-i\theta}S$ belongs to $L_1$, and subtracting it does not change the position of $S$ relative to the sites of layer 1. The offset of $S$ is therefore, up to vectors of $L_1$,

$$d(S)=(1-e^{-i\theta})S .$$

The sites of layer 2 sample the smooth field $d(r)=(1-e^{-i\theta})r$. This local registry repeats under a shift $R$ when $(1-e^{-i\theta})R$ is in $L_1$. The moire lattice is thus

$$M=\mu L_1,\qquad \mu=\frac{1}{1-e^{-i\theta}} .$$

Since $1-e^{-i\theta}=e^{-i\theta/2}\,(e^{i\theta/2}-e^{-i\theta/2})=2i\sin(\theta/2)\,e^{-i\theta/2}$, its period is, with $a$ restored,

$$L_m=\frac{a}{2\sin(\theta/2)} .$$

The beat of density waves gives the same lattice. A reciprocal vector $G$ of layer 1 has the partner $e^{i\theta}G$ in layer 2, and their difference is $g=(1-e^{i\theta})G$. With the scalar product $u\cdot v=\mathrm{Re}(u^*v)$,

$$g\cdot r=\mathrm{Re}\left[G^*(1-e^{-i\theta})r\right]=G\cdot d(r),$$

so the slow wave depends on position through the registry alone. Nothing here requires a special angle. Differences between other pairs of reciprocal vectors also beat, but at small twist they are short waves that a blurred image averages away.

For graphene I take the rough value $a=0.246$ nm. At 1.10° the formula gives $L_m=52.09\,a=12.81$ nm. What an eye or a blurred image would register can be imitated by giving each layer a density of three cosines, multiplying the densities, and averaging the product with a Gaussian window of standard deviation $a$. The next maximum along a moire vector, located numerically, lies at 12.81 nm. The author's visible period is right.

**When both lattices repeat**

An exact translation $T$ must lie in $C=L_1\cap L_2$. Membership of $L_2$ means that $e^{-i\theta}T$ is in $L_1$. Then $T-e^{-i\theta}T$ is in $L_1$ too, so $T$ is in $M$: every exact translation is a moire translation. The argument under review uses the converse, which does not follow. For $R$ in $M$ we know only that the difference $R-e^{-i\theta}R$ is in $L_1$. Either both terms are in $L_1$ or neither is. Hence $C=M\cap L_1$.

To see which case occurs, put the earlier factorization into $\mu$:

$$\mu=\frac{e^{i\theta/2}}{2i\sin(\theta/2)}=\frac12-\frac{i\sqrt3}{2}\,c,\qquad c=\frac{\cot(\theta/2)}{\sqrt3}.$$

A vector of $L_1$ has the form $p+q\omega=(p+q/2)+i\sqrt3\,q/2$. Comparing imaginary and then real parts gives $q=-c$ and $p=(1+c)/2$. Both are integers if and only if $c$ is an odd integer. In that case $\mu L_1$ lies in $L_1$, because products stay in the lattice, and all moire vectors are exact translations. Otherwise $\mu$ is not in $L_1$, nor are the five other shortest moire vectors, which are $\mu$ turned by multiples of 60°.

A longer common period may still exist. Suppose $T\ne0$ is one, and write $T=e^{i\theta}\sigma$ with $\sigma$ in $L_1$. Then

$$\mu=\frac{1}{1-\sigma/T}=\frac{T}{T-\sigma}=\frac{T\,(T-\sigma)^*}{|T-\sigma|^2}.$$

The numerator is in $L_1$, since $\omega^*=1-\omega$. The denominator is an integer, since $|p+q\omega|^2=p^2+pq+q^2$. The coordinates of $\mu$ are therefore rational, and so is $c$. Conversely, let $c=P/Q$ in lowest terms. Then $2Q\mu=Q-i\sqrt3P$, and $i\sqrt3=2\omega-1$ shows that this is in $L_1$. It is also in $M$, as is its product with $\omega$, so there are two independent exact translations.

The two conditions are now separate. The layers are commensurate if and only if $c$ is rational. The moire period is itself exact if and only if $c$ is an odd integer.

**How many moire cells make one exact cell**

The numbers $p+q\omega$ have unique factorization, up to factors of modulus one. Write $\mu=\alpha/\beta$ with no common factor. A moire vector $\mu\nu$, with $\nu$ in $L_1$, is exact when $\beta$ divides $\nu$. The exact translations are therefore $M$ multiplied by $\beta$. They form a triangular lattice of period $|\beta|L_m$, whose cell holds $N=|\beta|^2$ moire cells. It remains to reduce

$$\mu=\frac{Q-i\sqrt3P}{2Q}.$$

If $P$ and $Q$ are both odd, half the numerator, $(P+Q)/2-P\omega$, is still in $L_1$, and the denominator becomes $Q$. If one of them is even, the squared modulus of the numerator, $Q^2+3P^2$, is odd. Any factor of 2 other than a unit has an even squared modulus, so nothing cancels against the 2.

A prime factor shared by the numerator and $Q$ must divide $i\sqrt3P$. It cannot divide $P$, which has no factor in common with $Q$, so it can only be $i\sqrt3$. This divides $Q$ only if 3 does. In that case the numerator divided by $i\sqrt3$ is $-i\sqrt3\,(Q/3)-P$. Since 3 does not divide $P$, this has no further factor $i\sqrt3$, and the cancellation happens once. The result is

$$N=\begin{cases}Q^2 & P,Q\ \text{both odd}\\ 4Q^2 & \text{otherwise}\end{cases}\qquad\text{divided by 3 if 3 divides }Q.$$

From $|\mu|^2=(1+3c^2)/4$, the exact cell contains $\Sigma=N(1+3c^2)/4$ primitive cells of each layer, and $4\Sigma$ atoms in bilayer graphene. For $c=61$ this is $\Sigma=(1+3\times3721)/4=2791$, or 11,164 atoms. For $c=60$, $N=4$ and $\Sigma=10{,}801$.

Here are six commensurate angles near the author's:

| $c$ | $\theta$ (deg) | $L_m$ (nm) | $N$ | exact period (nm) | atoms |
|---|---|---|---|---|---|
| 59 | 1.1213 | 12.57 | 1 | 12.57 | 10,444 |
| 61 | 1.0845 | 13.00 | 1 | 13.00 | 11,164 |
| 60 | 1.1026 | 12.78 | 4 | 25.57 | 43,204 |
| 181/3 | 1.0965 | 12.85 | 3 | 22.26 | 32,764 |
| 301/5 | 1.0990 | 12.83 | 25 | 64.13 | 271,828 |
| 421/7 | 1.100005 | 12.81 | 49 | 89.70 | 531,772 |

The visible period changes smoothly with angle. The exact period does not: between $c=60$ and $c=61$ it takes values from 13 to 90 nm in this short list, and it has no upper limit, because rationals with arbitrarily large denominators lie in every interval.

**The author's own angle**

At 1.10°, $c=60.143123$. Decimals cannot show whether a number is rational, but here the question can be settled. The half-angle formula gives

$$2\cos\theta=2\,\frac{\cot^2(\theta/2)-1}{\cot^2(\theta/2)+1}=2\,\frac{3c^2-1}{3c^2+1},$$

so commensurate layers have a rational $x=2\cos\theta$. Now use

$$2\cos[(n+1)\theta]=x\,[2\cos(n\theta)]-2\cos[(n-1)\theta],$$

starting from 2 for $n=0$ and $x$ for $n=1$. It makes $2\cos(n\theta)$ a polynomial in $x$ with integer coefficients and leading coefficient one. If $\theta$ is a rational number of degrees, some $n\ge1$ makes $n\theta$ a multiple of 360°, and $x$ solves "polynomial $=2$". A rational solution $u/v$ in lowest terms must have a $v$ that divides the leading coefficient, so $x$ is an integer. For $0<\theta\le30^\circ$, however, $\sqrt3\le x<2$, and there is no integer in that range.

A twist of exactly 1.10° is therefore incommensurate, as is any other rational number of degrees in this range. The 30° limit is included: no translation is common to both layers. Its registry field still has $L_m=1.93\,a$, but a twist of $-30^\circ$ describes the same pair of lattices and gives a second beat of equal length, turned by 30°, so the visible pattern there does not repeat with $L_m$.

A count exposes the same fault in the author's cell. A moire cell at 1.10° has the area of $52.0879^2=2713.15$ graphene cells, which would mean 10,852.6 atoms. A true cell holds a whole number.

**Why the pattern looks like a crystal**

Let $R$ be a moire vector and $T_1$ the nearest site of layer 1, so that $R=T_1+\varepsilon$. Since $R$ is in $M$, $e^{-i\theta}R=R-\nu$ with $\nu$ in $L_1$. Multiplying by $e^{i\theta}$,

$$R=e^{i\theta}(T_1-\nu)+e^{i\theta}\varepsilon .$$

The first term is a site $S$ of layer 2. The moire vector thus misses a site in each layer by the same distance $|\varepsilon|$, in directions that differ by $\theta$. At 1.10°, the lattice row nearest to $\mu$ has $q=-60$. The leftover is $1/2$ along the row and $0.1431\times\sqrt3/2=0.124$ across it. Hence $|\varepsilon|=0.515\,a=0.127$ nm, which is no small error on the atomic scale.

The two misses nearly cancel in the relative position. Subtracting the two expressions for $R$ gives

$$T_1-S=(e^{i\theta}-1)\varepsilon,\qquad |T_1-S|=2\sin(\theta/2)\,|\varepsilon|=\frac{a}{L_m}|\varepsilon| .$$

This is $0.1267/52.09$ nm, or 2.4 pm. A shift by $T_1$ reproduces layer 1 exactly and layer 2 to within 2.4 pm. For a single shift, an image that cannot resolve such a distance cannot tell this near-period from a period. Repeated shifts add up, however: after ten of them layer 2 is off by 24 pm and the moire pattern by 1.27 nm, which an image of many moire cells can reveal.

Longer near-periods can be better still. A direct search through all layer-1 translations up to 91 nm at 1.10° finds no common one, but one at 89.70 nm misses by only 7.6 fm. It belongs to the neighbouring fraction $421/7=60.142857$. The miss is far below any physical significance, which shows that the arithmetic distinction is sharp while its consequences need not be.

**What exact commensurability changes**

The author may ask whether the correction matters. One property that does depend on common translations is the energy of sliding one rigid, infinite layer over the other. In a simple model, each site of layer 2 carries a Gaussian potential of height $h$ and width $s$. Displace layer 2 by $D$. Its potential is

$$V(r)=\sum_{G'}V_{G'}\,e^{iG'\cdot(r-D)},\qquad V_{G'}=\frac{2\pi s^2h}{A}\,e^{-G'^2s^2/2},$$

where $G'$ runs over the reciprocal lattice of layer 2 and $A=\sqrt3a^2/2$. The coefficient is the integral of one Gaussian wave component divided by the cell area. Averaged over the sites of layer 1, $e^{iG'\cdot r}$ gives one if $G'$ is also reciprocal to layer 1. Otherwise the geometric sum along at least one of the two lattice directions stays bounded while its number of terms grows, and the average tends to zero.

Only common reciprocal vectors survive. Each reciprocal lattice is its direct lattice turned and rescaled by the same factor, so the shortest common vectors have length $G_0\sqrt\Sigma$, with $G_0=4\pi/(\sqrt3a)$. There are six. Leaving out the term $G'=0$, which does not depend on $D$, and keeping these six alone, which is accurate when the next set is much weaker, the mean square over all slides is the sum of six equal squares:

$$E_{\rm rms}=\sqrt6\,\frac{2\pi s^2h}{A}\,e^{-\Sigma G_0^2s^2/2}.$$

For $s=0.2a$ this is $4.5\times10^{-4}h$ per site at $\Sigma=7$ (21.79°) and $1.5\times10^{-9}h$ at $\Sigma=19$ (13.17°). For incommensurate infinite layers it is zero. A direct sum at 20° over a finite patch of 14,400 sites leaves $2.4\times10^{-5}h$, a finite-size remnant of these bounded sums, which for a rhombic patch falls, with oscillations, roughly as the inverse of the number of sites.

At $c=61$, where $\Sigma=2791$, the model amplitude is smaller than that of untwisted layers by 1276 powers of ten. That exponent reflects the Gaussian tail and is no prediction for graphene. It does show that, for a smooth interaction, a commensurate cell of thousands of atoms can slide as freely as an incommensurate pair.

The opposite holds for quantities set by the local registry. A continuum model whose coefficients depend on position only through $d(r)$, and do not change when $d$ changes by a vector of $L_1$, has the period $L_m$ at every angle, and Bloch's theorem applies to that model. In the usual continuum model of twisted graphene the tunnelling term repeats only up to a constant phase, but a plane-wave factor in the wave function of one layer absorbs it, and the same conclusion holds. A band calculation of this kind is untouched by the objection. What must go is the claim that the atoms have the same cell.

**Real bilayers**

The ideal lattice is itself an approximation, and for graphene near 1.1° some of its errors can be sized with rough typical inputs.

A twist that varies by ±0.02° makes the local moire period range from 12.58 to 13.05 nm. The one-period angles $c=59$ and $c=61$ are only 0.037° apart, so such a sample has no single value of $c$ to classify.

Strain in one layer also changes the period, and makes it depend on direction. Stretch layer 2 by 0.2% along a lattice vector, let it contract sideways with Poisson ratio 0.16, and then twist it. If $F$ is the combined linear map, $F^{-1}$ replaces $e^{-i\theta}$ in the registry argument, and the moire vectors are $(1-F^{-1})^{-1}$ applied to those of $L_1$. At 1.10° the three shortest lengths become 12.20, 12.85 and 13.54 nm instead of being equal.

The layers also relax. Let the stacking energy per area be $W_1\sum_j\cos(G_j\cdot d)$, with three vectors $G_j$ at 120° to one another. The sum is 3 for AA stacking and $-3/2$ for AB, so their difference is $4.5W_1$. Let the layers move by $\mp v$, with $v=u\sum_j\hat G_j\sin(g_j\cdot r)$. For small twist $g_j$ is nearly perpendicular to $G_j$, so these are shear waves. With shear modulus $\kappa$, each wave costs $\tfrac14\kappa g^2u^2$ per layer on average. The registry changes by $2v$, which to first order gains $2W_1Gu\langle\sin^2\rangle=W_1Gu$ per wave. Minimizing $\tfrac12\kappa g^2u^2-W_1Gu$ gives

$$u=\frac{W_1G}{\kappa g^2}.$$

An AA–AB difference of 20 meV per cell and $\kappa=150$ N/m give $u=8.3$ pm. Keeping the full cosines and minimizing numerically over the single amplitude $u$ lowers it to 6.6 pm, with a largest displacement of 12 pm per layer. A Lamé constant of 50 N/m leaves these figures unchanged, because the waves are almost pure shear, and out-of-plane corrugation is left out of the model. This exceeds the 2.4 pm mismatch, but $v$ depends on position through the registry alone, so in this model relaxation reshapes the pattern and leaves its period unchanged.

Quantum motion is of similar size. A carbon atom of mass $m$ in one mode of energy $E=0.1$ eV has a zero-point spread $\hbar/\sqrt{2mE}=4.2$ pm.

**Requested revision**

The author should call 12.8 nm the moire period, and reserve "unit cell" for the continuum model or for a stated commensurate structure. If an atomistic calculation needs a periodic cell, $c=61$ offers one of 11,164 atoms. Its moire period is 1.4% longer than at 1.10°, and whether that is acceptable depends on how strongly the computed quantity varies with angle. The change of angle should be reported as an approximation.
